# The First-Shell Magic Angle of Twisted Bilayer Graphene

## Problem

Two graphene sheets are stacked with a small twist $\theta$ between them. In each isolated sheet, electrons near a corner of the Brillouin zone have energies $\pm\hbar v|\mathbf p|$, where $\mathbf p$ is the wavevector measured from the corner. Tunnelling between the sheets lowers the velocity. Find the largest angle at which the velocity at the Dirac point vanishes when a Dirac cone of one sheet is coupled to its three nearest partners in the other, and to nothing else. This truncation is called the first-shell model.

Take a tunnelling energy $w=0.11$ eV and a velocity $v=10^6$ m/s. The lattice constant is also needed; take $a=0.246$ nm.

The sheets are rigid and unstrained, electron interactions are left out, and one valley and one spin are treated. "Magic" here means zero velocity at the Dirac point, which is a weaker condition than a band flat everywhere.

## First estimate by scaling

A zone corner lies at distance $K=4\pi/(3a)=17.03$ nm$^{-1}$ from the origin. The twist separates corresponding corners of the two sheets by

$$k_\theta=2K\sin(\theta/2)\approx K\theta .$$

An electron at the Dirac point of one sheet therefore tunnels to states of energy about $\pm\hbar v k_\theta$ in the other. The strength of the mixing is measured by

$$\alpha=\frac{w}{\hbar v k_\theta}.$$

For $\alpha\ll1$ the sheets are nearly independent. A complete change of the velocity needs $\alpha\sim1$, or $\theta\sim w/(\hbar vK)$. With

$$\hbar v=(6.582\times10^{-16}\ \text{eV s})(10^6\ \text{m/s})=0.6582\ \text{eV nm},$$

we have $\hbar vK=11.21$ eV and $\theta\sim0.11/11.21=0.0098$ rad, about $0.56^\circ$. Scaling gives the dependence $\theta\propto w/v$ at fixed $a$, but not the numerical factor.

## Exact solution of the first-shell model

### The cone in one sheet

Let $d=a/\sqrt3$ be the bond length. Put the corner at $\mathbf C_0=(K,0)$ and take the bonds from an A atom to its B neighbours as

$$\boldsymbol\delta_1=d(0,1),\qquad \boldsymbol\delta_{2,3}=d\left(\mp\tfrac{\sqrt3}{2},-\tfrac12\right).$$

With hopping $-t$, the element between the sublattices is $H_{AB}=-t\sum_i e^{i(\mathbf C_0+\mathbf p)\cdot\boldsymbol\delta_i}$. The phases $\mathbf C_0\cdot\boldsymbol\delta_i$ are $0,\mp2\pi/3$, so the sum vanishes at $\mathbf p=0$. To first order in $\mathbf p$,

$$H_{AB}=-it\sum_i e^{i\mathbf C_0\cdot\boldsymbol\delta_i}\,\mathbf p\cdot\boldsymbol\delta_i=-it\,\frac{3d}{2}(p_y+ip_x)=\frac{3td}{2}(p_x-ip_y).$$

With $\hbar v=3td/2$ this is the cone

$$h(\mathbf p)=\hbar v\,\boldsymbol\sigma\cdot\mathbf p ,$$

where the Pauli matrices act on the sublattices A and B. Turning a sheet by $\pm\theta/2$ also turns the Pauli matrices in its $h$. That small rotation is dropped here and its effect is sized below.

### Tunnelling between sheets

Start from aligned sheets, atom above atom, and turn sheet 1 by $-\theta/2$ and sheet 2 by $+\theta/2$. Let the tunnelling amplitude depend only on the in-plane separation of two atoms. Its Fourier expansion then connects Bloch states whose full wavevectors agree after adding a reciprocal vector of each sheet. The amplitude is assumed to fall so quickly with wavevector that only the three equivalent corners at distance $K$ matter:

$$\mathbf C_j=K(\cos\varphi_j,\sin\varphi_j),\qquad \varphi_j=2\pi j/3,\quad j=0,1,2.$$

Writing $R(\gamma)$ for a rotation by $\gamma$, equality of the wavevectors reads

$$R(-\theta/2)\mathbf C_j+\mathbf p=R(\theta/2)\mathbf C_j+\mathbf p'.$$

Hence $\mathbf p'=\mathbf p+\mathbf q_j$, with

$$\mathbf q_j=[R(-\theta/2)-R(\theta/2)]\mathbf C_j=k_\theta\hat{\mathbf q}_j,\qquad \hat{\mathbf q}_j=(\sin\varphi_j,-\cos\varphi_j).$$

The reciprocal vector $\mathbf G_j=\mathbf C_j-\mathbf C_0$ also gives a phase $e^{i\mathbf G_j\cdot(\boldsymbol\tau_\mu-\boldsymbol\tau_\nu)}$ to tunnelling between sublattice $\mu$ of sheet 1 and $\nu$ of sheet 2. With $\boldsymbol\tau_A=0$ and $\boldsymbol\tau_B=(0,d)$, one finds $\mathbf G_1\cdot\boldsymbol\tau_B=\tfrac{\sqrt3}{2}Kd=2\pi/3$ and $\mathbf G_2\cdot\boldsymbol\tau_B=-2\pi/3$. These equal $\varphi_j$ up to a multiple of $2\pi$, so

$$T_j=w\begin{pmatrix}1&e^{-i\varphi_j}\\e^{i\varphi_j}&1\end{pmatrix}=w(1+\mathbf n_j\cdot\boldsymbol\sigma),\qquad \mathbf n_j=(\cos\varphi_j,\sin\varphi_j).$$

The solution rests on two facts: $\mathbf n_j\perp\hat{\mathbf q}_j$, and the three directions are evenly spaced.

### Two states at zero energy

Let $\psi_0$ be the two-component amplitude in the home cone of sheet 1 and $\psi_j$ those in the three shell cones. Since $T_j$ is Hermitian, the eigenvalue equations are

$$h(\mathbf k)\psi_0+\sum_jT_j\psi_j=E\psi_0,\qquad T_j\psi_0+h(\mathbf k+\mathbf q_j)\psi_j=E\psi_j .$$

Set $\mathbf k=0$ and $E=0$. Because $(\boldsymbol\sigma\cdot\hat{\mathbf q}_j)^2=1$, the shell equation gives

$$\psi_j=-h(\mathbf q_j)^{-1}T_j\psi_0=-\alpha\,(\boldsymbol\sigma\cdot\hat{\mathbf q}_j)(1+\mathbf n_j\cdot\boldsymbol\sigma)\psi_0 .$$

The home equation then requires $\sum_jT_jh(\mathbf q_j)^{-1}T_j\psi_0=0$. Pauli matrices along perpendicular directions anticommute, so each term vanishes separately:

$$(1+\mathbf n_j\cdot\boldsymbol\sigma)(\boldsymbol\sigma\cdot\hat{\mathbf q}_j)(1+\mathbf n_j\cdot\boldsymbol\sigma)=(\boldsymbol\sigma\cdot\hat{\mathbf q}_j)(1-\mathbf n_j\cdot\boldsymbol\sigma)(1+\mathbf n_j\cdot\boldsymbol\sigma)=0 .$$

Any $\psi_0$ is allowed. There are two independent zero-energy states, and the Dirac point stays at zero energy.

Their norm follows from $(1+\mathbf n_j\cdot\boldsymbol\sigma)^2=2(1+\mathbf n_j\cdot\boldsymbol\sigma)$ and $\sum_j\mathbf n_j=0$:

$$\psi_0^\dagger\psi_0+\sum_j\psi_j^\dagger\psi_j=\psi_0^\dagger\Big[1+2\alpha^2\sum_j(1+\mathbf n_j\cdot\boldsymbol\sigma)\Big]\psi_0=(1+6\alpha^2)\,\psi_0^\dagger\psi_0 .$$

### The velocity

A small $\mathbf k$ adds $\hbar v\,\boldsymbol\sigma\cdot\mathbf k$ to every cone. To first order in $\mathbf k$, the energies follow from this term taken between the zero-energy states. For a shell cone, split $\mathbf k$ into parts along $\hat{\mathbf q}_j$ and $\mathbf n_j$. Anticommutation reverses the second part:

$$(\boldsymbol\sigma\cdot\hat{\mathbf q}_j)(\boldsymbol\sigma\cdot\mathbf k)(\boldsymbol\sigma\cdot\hat{\mathbf q}_j)=(\mathbf k\cdot\hat{\mathbf q}_j)\,\boldsymbol\sigma\cdot\hat{\mathbf q}_j-(\mathbf k\cdot\mathbf n_j)\,\mathbf n_j\cdot\boldsymbol\sigma .$$

Now place $(1+\mathbf n_j\cdot\boldsymbol\sigma)$ on both sides. The first part vanishes, as before. In the second, all factors commute, and $\mathbf n_j\cdot\boldsymbol\sigma\,(1+\mathbf n_j\cdot\boldsymbol\sigma)^2=2(1+\mathbf n_j\cdot\boldsymbol\sigma)$. Hence

$$\psi_j^\dagger(\boldsymbol\sigma\cdot\mathbf k)\psi_j=-2\alpha^2(\mathbf k\cdot\mathbf n_j)\,\psi_0^\dagger(1+\mathbf n_j\cdot\boldsymbol\sigma)\psi_0 .$$

In the sum over $j$ the unit matrix drops out because $\sum_j\mathbf n_j=0$. For three evenly spaced directions $\sum_j n_{j,x}^2=\sum_j n_{j,y}^2=3/2$ and $\sum_j n_{j,x}n_{j,y}=0$, so the rest is $-3\alpha^2\,\boldsymbol\sigma\cdot\mathbf k$. Adding the home term and dividing by the norm gives $\hbar v^*\boldsymbol\sigma\cdot\mathbf k$ with

$$\boxed{\frac{v^*}{v}=\frac{1-3\alpha^2}{1+6\alpha^2}}$$

The sign of $v^*$ is defined relative to the home cone; the measurable speed is $|v^*|$.

### The angle

The velocity vanishes at $\alpha=1/\sqrt3$, that is, at $k_\theta=\sqrt3\,w/(\hbar v)$:

$$\theta=2\arcsin\frac{\sqrt3\,w}{2\hbar vK}\approx\frac{3\sqrt3\,a\,w}{4\pi\hbar v}.$$

The numbers are

$$k_\theta=\frac{1.732\times0.11}{0.6582}=0.2895\ \text{nm}^{-1},\qquad \theta=\frac{0.2895}{17.03}=0.0170\ \text{rad}=0.97^\circ .$$

The moiré period is $L=a/[2\sin(\theta/2)]=14.5$ nm.

## Comparison of the two

The exact angle is $\sqrt3$ times the scaling estimate of $0.56^\circ$. The factor comes from the three shell cones, whose combined contribution $-3\alpha^2$ cancels the home term before $\alpha$ reaches 1.

At the magic angle the home cone keeps $1/(1+6\alpha^2)=1/3$ of the probability and contributes $+v/3$. The shell holds the other two thirds and contributes $-v/3$. The electron stops because opposite velocities cancel, while it remains strongly shared between the sheets.

Weak coupling gives a second estimate. Expanding for small $\alpha$,

$$v^*/v\approx(1-3\alpha^2)(1-6\alpha^2)\approx1-9\alpha^2 .$$

At $3.0^\circ$, where $\alpha=0.1875$, this gives 0.68 against the full 0.74. Extrapolated to zero it would put the magic point at $\alpha=1/3$, or $1.7^\circ$, where the full formula still gives $v^*/v=0.4$. The expansion fails there because $6\alpha^2=2/3$ is not small. The full formula falls to 0.31 at $1.5^\circ$ and 0.08 at $1.1^\circ$, and is $-0.12$ at $0.8^\circ$.

Zero velocity does not remove all dispersion. Numerical diagonalization of the eight-component Hamiltonian at the magic angle gives half the splitting of the two central levels as 0.16 meV at $k=0.05k_\theta$ and 0.63 meV at $0.10k_\theta$, along $x$. The fourfold rise on doubling $k$ is what a quadratic dispersion gives. The uncoupled cone would have 9.5 and 19.1 meV.

### Unequal tunnelling

Let tunnelling between like sublattices be $w_{AA}$ and between unlike ones $w_{AB}$, so that $T_j=w_{AA}+w_{AB}\,\mathbf n_j\cdot\boldsymbol\sigma$. Define $\alpha_{AA}$ and $\alpha_{AB}$ as before. Each term in the zero-energy condition is now proportional to $(w_{AA}^2-w_{AB}^2)\,\boldsymbol\sigma\cdot\hat{\mathbf q}_j$, and the sum vanishes because $\sum_j\hat{\mathbf q}_j=0$. The norm becomes $1+3\alpha_{AA}^2+3\alpha_{AB}^2$. In the velocity, the parts of $\mathbf k$ along $\hat{\mathbf q}_j$ and $\mathbf n_j$ sum to

$$\tfrac32\left[(\alpha_{AA}^2-\alpha_{AB}^2)-(\alpha_{AA}^2+\alpha_{AB}^2)\right]\boldsymbol\sigma\cdot\mathbf k=-3\alpha_{AB}^2\,\boldsymbol\sigma\cdot\mathbf k ,$$

so that

$$\frac{v^*}{v}=\frac{1-3\alpha_{AB}^2}{1+3\alpha_{AA}^2+3\alpha_{AB}^2}.$$

Within the first shell, $w_{AA}$ changes the slope but leaves the magic angle where it was.

### What the truncation leaves out

The shell cones also couple back to further cones of sheet 1, and so on. Keeping all cones within $7.1k_\theta$ of the home cone and locating the zero of velocity numerically gives $0.93^\circ$, at $\alpha=0.605$. This is 4.6% below the first-shell angle; a cutoff of $5.1k_\theta$ gives the same two digits. With $w_{AB}$ held at 0.11 eV and $w_{AA}/w_{AB}=0.8$, the larger calculation gives $0.96^\circ$, so $w_{AA}$ does matter beyond the first shell.

Restoring the rotation of the Pauli matrices in the first-shell model at $0.97^\circ$ leaves a speed of about $0.004v$ and moves the Dirac point by 1.1 meV. The many-cone results quoted here omit this rotation. Restoring it there hardly moves the many-cone magic angles, but at $0.974^\circ$ it shifts the Dirac point by about 2.2 meV and raises the smallest band width given below from 1.1 to about 2.8 meV, so that width holds only for the model without the rotation.

### Beside real devices

The chosen $w$ and $v$ are of the usual size for graphene, and devices show strongly flattened bands near a rough $1.1^\circ$. The inputs matter as much as the truncation: the first-shell angle becomes $1.06^\circ$ for $w=0.12$ eV at fixed $v$, and $1.08^\circ$ for $v=0.9\times10^6$ m/s at fixed $w$. Real sheets also relax, which weakens $w_{AA}$ relative to $w_{AB}$; for the rough ratio 0.8 this raised the many-cone angle by about $0.03^\circ$. A relative strain of 0.1% between the sheets can displace the zone corners by up to about 6% of $k_\theta$, depending on its direction. Strain also changes the hopping, which moves the Dirac points off the corners; with rough values for graphene the Dirac points shift by up to about 8% of $k_\theta$. Interactions are a serious omission. At the first-shell angle, which is $0.974^\circ$ to three digits, the many-cone model, sampled on a $6\times6$ mesh of wavevectors, gives the two central bands a total width of 1.1 meV for equal tunnelling. This width is very sensitive to angle: on a $12\times12$ mesh it is about 13 meV at $0.93^\circ$, where the many-cone velocity vanishes, and about 17 meV at $1.05^\circ$. For equal tunnelling the two bands are also not isolated: no gap separates them from the next band above at $0.93^\circ$ or $0.974^\circ$, and the gap is only about 2.6 meV at $1.05^\circ$. The Coulomb scale $e^2/(\epsilon L)$ is about 10 meV for a rough $\epsilon=10$. The model therefore indicates only roughly where the bands become narrow, since zero velocity at the Dirac point and least total width occur at slightly different angles. It cannot say what state the electrons in these bands form. The thermal energy is 0.34 meV at 4 K and 26 meV at 300 K, so at room temperature the structure within bands of the widths quoted here is thermally smeared.
